# Small-angle scattering as diffusion on the Fermi surface

A weak uniform field $\mathbf E$ drives a steady current through a metal or a degenerate semiconductor. Suppose that static impurities scatter the electrons elastically, conserve spin, and mostly change the wavevector by only a small amount. The parts below turn the Boltzmann equation for this situation into a differential equation on the Fermi surface, solve it, and find where it fails.

The algebra uses atomic units. The electron charge is $-1$, the spin degeneracy is 2, the band energy is $\varepsilon(\mathbf k)$, and $\mathbf v=\nabla_{\mathbf k}\varepsilon$ has magnitude $v$. The scattering rate from $\mathbf k$ into $d^3k'/(2\pi)^3$ is $W(\mathbf k,\mathbf k')\,\delta(\varepsilon-\varepsilon')$, with $W$ symmetric in its arguments.

## (a) Linearize the Boltzmann equation

**Question.** Find the equation that the linear response obeys on the Fermi surface, and the current it carries.

**Solution.** The force on an electron is $-\mathbf E$, so the steady equation is $-\mathbf E\cdot\nabla_{\mathbf k}f=C[f]$. For elastic scattering with symmetric $W$, the products $ff'$ from the exclusion principle cancel between scattering in and out:

$$C[f]=\int\frac{d^3k'}{(2\pi)^3}\,W\,\delta(\varepsilon-\varepsilon')\,(f'-f).$$

Write $f=f_0(\varepsilon)+(-f_0')\varphi(\mathbf k)$, where $f_0'=df_0/d\varepsilon$. To first order in the field, the left side is $-\mathbf E\cdot\mathbf v f_0'=(-f_0')\,\mathbf E\cdot\mathbf v$. On the right $f_0$ drops out, and $-f_0'$ is the same at both ends of an elastic collision, so it can be divided out. Since $d^3k'\,\delta(\varepsilon-\varepsilon')=dS'/v'$,

$$L\varphi=-\mathbf E\cdot\mathbf v,\qquad
L\varphi=\int\frac{dS'}{(2\pi)^3v'}\,W\,[\varphi(\mathbf k)-\varphi(\mathbf k')].$$

At low temperature $-f_0'$ becomes $\delta(\varepsilon-\varepsilon_F)$. With outward unit normal $\mathbf n=\mathbf v/v$, the current is

$$\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v f
=-\frac{2}{(2\pi)^3}\int dS\,\mathbf n\,\varphi .$$

Define $\chi_j$ by $L\chi_j=v_j$. Then $\varphi=-\sum_jE_j\chi_j$, the two minus signs cancel, and

$$\sigma_{ij}=\frac{2}{(2\pi)^3}\int dS\,n_i\chi_j. \tag{1}$$

## (b) Take the limit of small momentum transfer

**Question.** Let $W$ be appreciable only for $\mathbf q=\mathbf k'-\mathbf k$ small compared with the radii of curvature of the surface and with the distances over which $\varphi$ and $v$ vary. What does $L$ become?

**Solution.** Expanding $L\varphi$ directly would require the mean displacement as well as the mean square, because curvature and variations of $v$ make steps in opposite directions slightly unequal. A symmetric form avoids this. For any smooth $\psi$, exchange the labels $\mathbf k$ and $\mathbf k'$ and average the two expressions:

$$\int\frac{dS}{(2\pi)^3v}\,\psi L\varphi
=\frac12\iint\frac{dS\,dS'}{(2\pi)^6vv'}\,W(\psi-\psi')(\varphi-\varphi').$$

Both differences are already first order in $q$. To leading order we may therefore set $v'=v$, replace $dS'$ by $d^2q$ in the tangent plane, and use $\varphi'-\varphi=q_j\partial_j\varphi$. The right side becomes

$$\frac1{(2\pi)^3}\int dS\,\partial_i\psi\,K_{ij}\,\partial_j\varphi,\qquad
K_{ij}=\frac12\int d^2q\,\frac{W q_iq_j}{(2\pi)^3v^2}.$$

Integrate by parts; a closed surface has no boundary term. Since $\psi$ is arbitrary, its coefficients on the two sides must agree:

$$L\varphi=-v\,\nabla_s\cdot(K\nabla_s\varphi). \tag{2}$$

Here $\nabla_s$ is the gradient along the surface. The electron performs a random walk on the Fermi surface. If $W$ depends only on $|\mathbf q|$, then $q_iq_j$ averages to $q^2\delta_{ij}/2$ and $K$ is the scalar

$$K=\frac14\int d^2q\,\frac{Wq^2}{(2\pi)^3v^2}.$$

## (c) Write the conductivity with a Green function

**Question.** Solve for $\chi_j$ on a general closed Fermi surface. When does the plain surface Laplacian suffice?

**Solution.** Insert (2) into $L\chi_j=v_j$ and divide by $v$:

$$-\nabla_s\cdot(K\nabla_s\chi_j)=n_j. \tag{3}$$

The integral of the left side over a closed surface is zero, so that of the source must vanish too. It does: $\int n_j\,dS$ is the flux of a constant vector through a closed surface. The constant that may be added to $\chi_j$ carries no current for the same reason. Take the surface to be connected; separate pockets, between which small steps cannot scatter, are treated one at a time and their conductivities added. Let $A$ be the area of the surface, and let $G$ have zero mean and satisfy

$$-\nabla_s\cdot[K\nabla_sG(\mathbf k,\mathbf k')]=\delta_S(\mathbf k,\mathbf k')-1/A .$$

Then $\chi_j(\mathbf k)=\int dS'\,G\,n_j'$, since the $1/A$ term integrates to zero against $n_j'$. Equation (1) gives

$$\sigma_{ij}=\frac{2}{(2\pi)^3}\iint dS\,dS'\;n_i(\mathbf k)\,G(\mathbf k,\mathbf k')\,n_j(\mathbf k'). \tag{4}$$

If $K$ is a uniform scalar, $G=G_0/K$, where $G_0$ belongs to the surface Laplacian $\nabla_s^2$. If $K$ varies or is a tensor, the weighted operator in (3) must be kept.

## (d) Find the relaxation rates on a sphere

**Question.** For an isotropic band and $W$ depending on the scattering angle $\theta$, find the decay rate of each spherical harmonic, first from diffusion and then from the full collision integral. How large is the difference?

**Solution.** The function $r^lY_{lm}$ solves Laplace's equation in space. Its radial part contributes $l(l+1)r^{l-2}Y_{lm}$, so the angular part must contribute the opposite. On a sphere of radius $k_F$, therefore, $\nabla_s^2Y_{lm}=-l(l+1)Y_{lm}/k_F^2$, and (2) gives

$$\frac1{\tau_l}\simeq\frac{vK}{k_F^2}\,l(l+1). \tag{5}$$

For the full integral, set $w(\theta)=k_F^2W/[(2\pi)^3v]$. Rotational symmetry makes the rate independent of $m$, so apply $L$ to $P_l(\cos\theta)$ and evaluate at the pole, where $P_l=1$:

$$\frac1{\tau_l}=\int d\Omega\,w(\theta)[1-P_l(\cos\theta)].$$

Let $s=\sin^2(\theta/2)$, so that $x=\cos\theta=1-2s$ and $d\Omega=4\pi\,ds$ after the azimuthal integral. Legendre's equation is $(1-x^2)P_l''-2xP_l'+l(l+1)P_l=0$. At $x=1$ it gives $P_l'(1)=l(l+1)/2$. Differentiating once and setting $x=1$ gives $4P_l''(1)=[l(l+1)-2]P_l'(1)$, or $P_l''(1)=(l-1)l(l+1)(l+2)/8$. Taylor expansion in $x-1=-2s$ yields

$$1-P_l=l(l+1)s-\tfrac14(l-1)l(l+1)(l+2)s^2+\cdots .$$

For $l=1$ this is $2s$ with no further terms. With $\langle g\rangle=\int_0^1ds\,W g$,

$$\frac{\tau_1}{\tau_l}=\frac{l(l+1)}2\left[1-\frac{(l-1)(l+2)}4\frac{\langle s^2\rangle}{\langle s\rangle}+\cdots\right]. \tag{6}$$

The first term alone is an upper bound, and the two terms together are a lower bound. To see this, use $P_{l+1}'-P_{l-1}'=(2l+1)P_l$ repeatedly. It writes $P_l'$, and after another differentiation $P_l''$, as sums of Legendre polynomials with non-negative coefficients. Since $|P_l|\le1=P_l(1)$, both derivatives are largest at $x=1$, and Taylor's theorem with remainder gives the bounds.

Take a smooth kernel $W\propto e^{-s/s_c}$ with $s_c=0.005$. At small angles $s\simeq\theta^2/4$, so the rms angle is $2\sqrt{s_c}=0.14$ rad. Here $\langle s^2\rangle/\langle s\rangle=2s_c=0.01$, up to a negligible tail. For $l=2$, equation (6) gives $3(1-0.01)=2.97$. Numerical integration of the full collision integral gives $2.970$, $5.852$ and $9.560$ for $l=2,3,4$, against 3, 6 and 10 from diffusion. The error grows with $l$ because finer angular patterns are less smooth on the scale of one collision. For very large $l$ the average of $P_l$ tends to zero, and the rate saturates at the total scattering rate $\int d\Omega\,w$, whereas (5) grows without limit.

## (e) Solve the sphere with its Green function

**Question.** Find $G_0$ on the sphere and use it to obtain the conductivity.

**Solution.** Let $x=\cos\gamma$, where $\gamma$ is the angle between the two points. Away from the source, the equation for $G_0$ is

$$\frac{d}{dx}\left[(1-x^2)\frac{dG_0}{dx}\right]=\frac1{4\pi}.$$

One integration gives $(1-x^2)G_0'=(x+c)/4\pi$. Regularity at the opposite pole, $x=-1$, requires $c=1$, so $G_0'=1/[4\pi(1-x)]$. The outward flux through a circle around the source is $2\pi(1-x^2)G_0'=(1+x)/2$, which tends to 1 at the source, as the delta function requires. Integrate again with $s=(1-x)/2$, and fix the constant by $\int_0^1G_0\,ds=0$. Since $\int_0^1\ln s\,ds=-1$,

$$G_0=-\frac{1}{4\pi}(\ln s+1).$$

In the integral of $G_0\mathbf n'$, the azimuthal average replaces $\mathbf n'$ by $(1-2s)\mathbf n$. With $\int_0^1s\ln s\,ds=-1/4$,

$$\int dS'\,G_0\,\mathbf n'=-k_F^2\,\mathbf n\int_0^1(\ln s+1)(1-2s)\,ds=\frac{k_F^2}{2}\,\mathbf n .$$

The remaining integral is $\int dS\,n_in_j=(4\pi k_F^2/3)\delta_{ij}$. Equation (4) then gives $\sigma_{ij}=\sigma\delta_{ij}$ with

$$\sigma=\frac{2}{8\pi^3}\,\frac1K\,\frac{k_F^2}{2}\,\frac{4\pi k_F^2}{3}=\frac{k_F^4}{6\pi^2K}. \tag{7}$$

The definition of $K$ still leaves a choice at finite angle. Use the chord, $q^2=4k_F^2s$, and integrate over the sphere instead of the tangent plane. Then $K=(k_F^2/v)\int d\Omega\,w\,s$. Since $1/\tau_1=\int d\Omega\,w\,2s$,

$$K=\frac{k_F^2}{2v\tau_1},\qquad \sigma=\frac{k_F^2v\tau_1}{3\pi^2}=\frac{n_e\tau_1}{m},$$

where $n_e=k_F^3/3\pi^2$ and $m=k_F/v$. With this choice the $l=1$ rate is that of the full collision integral. The source $\mathbf n$ contains only $l=1$, so the spherical conductivity is correct within the Boltzmann equation even when (5) is poor for higher $l$.

## (f) Treat a surface without spherical symmetry

**Question.** For a closed surface of revolution about $z$, with scalar $K$ that has the same symmetry, find $\sigma_{zz}$.

**Solution.** Let $u$ be arc length along a meridian from the top pole, and $r(u)$ the distance from the axis. The outward normal has $n_z=dr/du$, so (3) reads

$$-\frac1r\frac{d}{du}\left(rK\frac{d\chi_z}{du}\right)=\frac{dr}{du}.$$

Multiply by $r$ and integrate from the pole, where the flux vanishes: $rK\,d\chi_z/du=-r^2/2$, or $d\chi_z/du=-r/(2K)$. Multiplying (3) by $\chi_z$ and integrating by parts gives $\int dS\,n_z\chi_z=\int dS\,K(d\chi_z/du)^2$. With $dS=2\pi r\,du$,

$$\sigma_{zz}=\frac{2}{8\pi^3}\int2\pi r\,du\,\frac{r^2}{4K}=\frac1{8\pi^2}\int\frac{r^3}{K}\,du .$$

For a sphere, $r=k_F\sin\vartheta$ and $du=k_Fd\vartheta$. The integral of $\sin^3\vartheta$ is $4/3$, and (7) returns.

As an anisotropic case, take an ellipsoidal band whose Fermi surface has semiaxes 1 across and 1.5 along $z$, in model units, with $W\propto e^{-q^2/q_c^2}$. Then $K\propto1/v^2$ varies over the surface. For a transverse field, $\chi_x=g(u)\cos\phi$, and (3) becomes an ordinary differential equation for $g$, solved here by expansion in 14 sine functions. The result is $\sigma_{zz}/\sigma_{xx}=0.860$. A single constant relaxation time would give the inverse mass ratio, $(1/1.5)^2=0.444$. With this kernel the conductor is thus much less anisotropic than a constant relaxation time would make it.

Solving the original integral equation by quadrature with $q_c^2=0.02$ gives $0.9992$ of the diffusion value for $\sigma_{zz}$ and $0.9990$ for $\sigma_{xx}$. At $q_c^2=0.01$ the ratios are $0.9996$ and $0.9995$. The deviations roughly halve with $q_c^2$.

## (g) Apply the result to screened charges

**Question.** Ionized donors of density $n_d$ have the screened potential $V(q)=4\pi/[\kappa(q^2+q_s^2)]$ in magnitude, where $\kappa$ is the dielectric constant. Find $\tau_1$ on a sphere in the Born approximation. Does weak screening justify the diffusion rates?

**Solution.** The golden rule gives $W=2\pi n_dV^2$. With $s_0=q_s^2/4k_F^2$, $V^2=\pi^2/[\kappa^2k_F^4(s+s_0)^2]$. Therefore

$$\frac1{\tau_1}=\int_0^14\pi\,ds\,w\,2s=\frac{2\pi n_d\Lambda}{\kappa^2k_F^2v},$$

$$\Lambda=\int_0^1\frac{s\,ds}{(s+s_0)^2}=\ln\left(1+\frac1{s_0}\right)-\frac1{1+s_0}.$$

For $l=2$, $1-P_2=6s-6s^2$, so the rate falls short of the diffusion value by the fraction $\langle s^2\rangle/\langle s\rangle$. As $s_0\to0$, $\langle s^2\rangle$ tends to a constant while $\langle s\rangle$ grows as a logarithm, and the fraction approaches $1/[\ln(1/s_0)-1]$. It is 12% at $s_0=10^{-4}$ and still 5.7% at $10^{-8}$. The $l(l+1)$ law is here a leading-logarithm result, because the relative weight of the large-angle tail falls only logarithmically as screening weakens.

## (h) Put in numbers for indium antimonide

**Question.** Estimate the mobility of n-type InSb at 20 K with $10^{17}$ cm$^{-3}$ electrons and equally many ionized donors. Which approximations matter?

**Solution.** Rough typical inputs are a band-edge mass $m_0=0.014$, $\kappa=17$ and a gap $E_g=0.24$ eV. The density gives $k_F=(3\pi^2n_e)^{1/3}=0.01436$ Å$^{-1}$. The two-band dispersion $\varepsilon(1+\varepsilon/E_g)=k^2/2m_0$ gives $\varepsilon_F=0.0469$ eV. Differentiating it gives $v=k/[m_0(1+2\varepsilon/E_g)]$, so the mass that enters is

$$m=0.014\left(1+\frac{2\times0.0469}{0.24}\right)=0.0195 .$$

The density of states $mk_F/\pi^2$ sets static screening, $q_s^2=4mk_F/(\pi\kappa)$, with length $1/q_s=159$ Å. Then $s_0=1/[4(0.01436\times158.9)^2]=0.048$ and $\Lambda=2.13$. Putting $n_d=k_F^3/3\pi^2$ and $v=k_F/m$ into the rate,

$$\frac1{\tau_1}=\frac{2m\Lambda}{3\pi\kappa^2}=\frac{2(0.0195)(2.13)}{3\pi(17)^2}=3.05\times10^{-5},$$

in atomic units. This is $\hbar/\tau_1=8.3\times10^{-4}$ eV, or $\tau_1=0.79$ ps. The mobility $e\tau_1/m$ is $7.2\times10^4$ cm$^2$/Vs, and $\sigma=1.1\times10^3$ S/cm. The second digit depends on the rough inputs: $\kappa=16.8$ gives a mobility of $7.0\times10^4$ and $\kappa=17.7$ gives $7.6\times10^4$ cm$^2$/Vs.

The higher rates, relative to $l=1$, are 1.94, 2.71 and 3.28 for $l=2,3,4$, where diffusion predicts 3, 6 and 10. At $l=6$ the ratio is 4.0 instead of 21, which is already 86% of the total scattering rate, 4.7. Diffusion is therefore a poor account of this material's higher harmonics, although the mobility is protected by the matching of $l=1$.

A comparison with experiment requires a sample whose donor and acceptor densities are both known, because the assumption of equal electron and donor densities fails if acceptors are present too. At fixed electron density and screening, doubling the number of charged centres halves the mobility. Other corrections, each taken alone with the screening length fixed, are as follows.

- Summing partial-wave phase shifts for the attractive donor potential, instead of using the Born approximation, multiplies the mobility by 0.93 for a parabolic band of mass $m$. Within the two-band model of the next item the factor is 0.90, and the two corrections together give 1.09, so these factors do not simply multiply.
- The Bloch states at $\mathbf k$ and $\mathbf k'$ overlap incompletely. A Dirac-type two-band estimate, summed over the final spin states, multiplies $W$ by $1-\beta^2s$, with $\beta^2=1-(m_0/m)^2$, and raises the mobility by a factor 1.21. The real valence bands of InSb are more complicated.
- Static screening weakens as $q$ grows, whereas $q_s$ above is its long-wavelength value. Using the $q$-dependent (Lindhard) response of a degenerate electron gas with a parabolic band multiplies the mobility by 0.97; with the two-band dispersion and no overlap factors it is 0.98.
- Averaging over the thermal window at fixed density changes the mobility by 0.3%.
- Optical phonons of roughly 0.024 eV have an occupation of $9\times10^{-7}$, so their absorption is frozen out. Acoustic phonons are not estimated.

The transport mean free path is $v\tau_1=6.8\times10^3$ Å, and $k_Fv\tau_1=97$. The sharpness of a wavevector, however, is limited by all collisions, whose total rate is 4.7 times the $l=1$ rate. The corresponding product is $97/4.7\simeq21$, still large enough to support a description by well-defined wavevectors. A sphere of radius $1/q_s$ contains 1.7 donors on average, so their potentials overlap. Independent scattering then relies on random donor positions, and correlated positions would change the result by an amount not estimated here. In a field of 1 V/cm an electron gains at most about 4% of $k_BT$ along one mean free path. Elastic collisions do not remove this energy, so heating over many paths may demand a smaller field.

All numerical values are calculated from the stated model.
